**Tenfold direct tunnelling and oxide thickness**

The program tests Δ = ln 10/(2κ), with κ = √(2mφ)/ħ, where Δ is the thinning that raises the current tenfold, φ the barrier height and m the barrier mass. For φ = 3.1 eV and m = 0.4 free-electron masses it prints Δ = 0.2018 nm. It asserts agreement with numerical integration of the Schrödinger equation from two starting thicknesses. At three oxide voltage drops it asserts that the WKB thinning, which includes the drop, agrees with the same kind of integration. It also asserts the prefactor laws for metal-like electrodes, by summing over parallel wavevectors, and for an inversion layer, by finding the complex energy of the leaking level. These prefactors reduce Δ to about 0.19 and 0.18 nm. Further assertions cover image forces, thermal spread, thickness roughness and a two-band oxide dispersion. The output shows that image forces and roughness change the current far more than they change Δ, and that reading 0.4 as a band-edge mass would raise Δ to 0.249 nm.

## Verification by program

```python
# Result under test: low-bias direct tunnelling through an oxide rises tenfold
# when the film is thinned by Delta = ln(10)/(2 kappa),
# kappa = sqrt(2 m phi)/hbar, about 0.2 nm for phi = 3.1 eV, m = 0.4 m0.
# phi: barrier above the electron energy; m: barrier mass; d: oxide thickness;
# V: voltage drop across the oxide. Lengths in nm, energies in eV.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import digamma, ai_zeros

LN10 = np.log(10.0)
H0 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # hbar^2/(2 m0), eV nm^2
E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # Gaussian e^2, eV nm
phi, m_ox, d0 = 3.1, 0.4, 1.5
m_si, eps_ox, eps_si, eps_opt = 0.92, 3.9, 11.7, 2.1
V_low, gap, temp, sigma = 0.1, 9.0, 400.0, 0.1
E_kin, E_gate, m_gate = 0.2, 1.0, 1.0
breakdown = 10.0                                # rough, MV/cm


def kappa_of(height, mass=m_ox):
    return np.sqrt(mass * height / H0)


kappa = kappa_of(phi)
delta = LN10 / (2 * kappa)


def thinning(log_current, d=d0):
    """Thinning that raises the given current tenfold."""
    return brentq(lambda s: log_current(d - s) - log_current(d) - LN10,
                  0.05, 0.5, xtol=1e-11)


def transmission_ode(d, V):
    """Transmission by integrating the Schrodinger equation backwards."""
    k_left = np.sqrt(m_si * E_kin / H0)
    k_right = np.sqrt(m_si * (E_kin + V) / H0)

    def rhs(x, y):
        return [m_ox * y[1], (phi - V * x / d) / H0 * y[0]]
    start = np.array([1.0 + 0j, 1j * k_right / m_si])
    sol = solve_ivp(rhs, (d, 0.0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, flux = sol.y[:, -1]
    incoming = 0.5 * (psi + flux * m_si / (1j * k_left))
    return k_right / k_left / abs(incoming)**2


def transmission_box(d, k, kap, m_electrode):
    a, b = k / m_electrode, kap / m_ox
    return 1 / (1 + ((a*a + b*b) / (2*a*b))**2 * np.sinh(kap * d)**2)


# Rectangular barrier: closed transmission and tenfold thinning
k_si = np.sqrt(m_si * E_kin / H0)
T_ode = transmission_ode(d0, 0.0)
T_box = transmission_box(d0, k_si, kappa, m_si)
assert abs(T_ode / T_box - 1) < 1e-6
delta_ode = thinning(lambda d: np.log(transmission_ode(d, 0.0)))
assert abs(delta_ode / delta - 1) < 1e-4
assert abs(delta - 0.2) < 0.005
delta_thick = thinning(lambda d: np.log(transmission_ode(d, 0.0)), 2.5)
assert abs(delta_thick / delta - 1) < 1e-4

# Finite oxide drop: WKB mean decay constant against the full equation
bias_rows = []
for V in (0.1, 0.5, 1.0):
    v = V / phi
    mean_kappa = kappa * (2 / 3) * (1 - (1 - v)**1.5) / v
    wkb = LN10 / (2 * mean_kappa)
    full = thinning(lambda d: np.log(transmission_ode(d, V)))
    assert abs(wkb / full - 1) < 0.01   # WKB omits slow matching factors
    bias_rows.append((V, wkb, full))

# Metal-like electrodes: sum over parallel wavevectors
k_fermi = np.sqrt(5.0 / H0)


def log_metal_sum(d):
    def integrand(kp):
        return kp * transmission_box(d, np.sqrt(k_fermi**2 - kp**2),
                                     np.sqrt(kappa**2 + kp**2), 1.0)
    value = quad(integrand, 0, k_fermi * (1 - 1e-9), epsabs=0,
                 epsrel=1e-9, limit=200)[0]
    return np.log(value)


def log_metal_formula(d):
    return -2 * kappa * d + np.log(kappa / (2*d) + 1 / (4*d*d))


delta_metal = thinning(log_metal_formula)
delta_metal_sum = thinning(log_metal_sum)
assert abs(delta_metal / delta_metal_sum - 1) < 0.01

# Inversion layer: leaking level of a triangular well, complex energy
airy_zero = -ai_zeros(1)[0][0]


def silicon_force(d):
    return eps_ox / eps_si * V_low / d


def level(d):
    return airy_zero * (H0 / m_si * silicon_force(d)**2)**(1 / 3)


def log_inversion_formula(d):
    return -2 * np.log(d) - 2 * d * kappa_of(phi - level(d))


def resonance(d):
    """Energy and width of the leaking level, outgoing wave in the gate."""
    mp.mp.dps = 40
    h0, F = mp.mpf(H0), mp.mpf(silicon_force(d))
    length = (h0 / m_si / F)**(mp.mpf(1) / 3)

    def mismatch(E):
        kap = mp.sqrt(m_ox * (phi - E) / h0)
        q = mp.sqrt(m_gate * (E + E_gate) / h0)
        r = 1j * q * m_ox / (m_gate * kap)
        t = mp.tanh(kap * d)
        psi, slope = 1 - r * t, kap * (r - t)
        z = -E / (F * length)
        return (mp.airyai(z, derivative=1) / (length * m_si) * psi
                + mp.airyai(z) * slope / m_ox)
    guess = level(d)
    E = mp.findroot(mismatch, (mp.mpc(0.97 * guess), mp.mpc(0.98 * guess)))
    return float(E.real), float(-2 * E.imag)


def sheet_density(d):                            # electrons per cm^2
    return eps_ox * sc.epsilon_0 * V_low / (d * 1e-9) / sc.e * 1e-4


def leakage(d):                                  # A/cm^2
    rate = resonance(d)[1] * sc.e / sc.hbar
    return sc.e * sheet_density(d) * rate


E_res, width = resonance(d0)
assert width > 0 and abs(E_res / level(d0) - 1) < 0.05
delta_inv = thinning(log_inversion_formula)
delta_inv_res = thinning(lambda d: np.log(leakage(d)))
assert abs(delta_inv / delta_inv_res - 1) < 0.01
J_before, J_after = leakage(d0), leakage(d0 - delta)


# Image force between two ideal conductors
def image_energy(x, d):
    u = x / d
    series = -np.euler_gamma - 0.5 * (digamma(1 - u) + digamma(1 + u))
    return -E2 / (2 * eps_opt * d) * (1 / (2*u) + series)


n = np.arange(1, 200001)
x_try = 0.3 * d0
explicit = -E2 / (2 * eps_opt) * (1 / (2 * x_try) + np.sum(
    n * d0 / ((n * d0)**2 - x_try**2) - 1 / (n * d0)))
assert abs(explicit / image_energy(x_try, d0) - 1) < 1e-8


def log_image(d):
    turn = brentq(lambda x: phi + image_energy(x, d), 1e-4 * d, d / 2)
    action = quad(lambda x: kappa_of(max(phi + image_energy(x, d), 0.0)),
                  turn, d / 2, epsabs=1e-10, limit=200)[0]
    return -4 * action


delta_image = thinning(log_image)
image_factor = np.exp(log_image(d0) + 2 * kappa * d0)
assert abs(delta_image / delta - 1) < 0.10

# Thermal spread of electron energies
kT = sc.k * temp / sc.e


def log_thermal(d):
    def integrand(s):
        return (np.exp(-2 * d * (kappa_of(phi - s * kT) - kappa))
                / (4 * np.cosh(s / 2)**2))
    return -2 * kappa * d + np.log(quad(integrand, -30, 30, limit=200)[0])


c = kT * kappa * d0 / phi
thermal_factor = np.pi * c / np.sin(np.pi * c)
thermal_quad = np.exp(log_thermal(d0) + 2 * kappa * d0)
assert abs(thermal_factor / thermal_quad - 1) < 0.005
delta_thermal = thinning(log_thermal)
assert abs(delta_thermal / delta - 1) < 0.01


# Gaussian spread of thickness
def log_rough(d):
    def integrand(s):
        return (np.exp(-s*s / 2) / np.sqrt(2 * np.pi)
                * transmission_box(d + sigma * s, k_si, kappa, m_si))
    return np.log(quad(integrand, -6, 6, epsabs=0, epsrel=1e-9)[0])


rough_factor = np.exp(2 * (kappa * sigma)**2)
assert abs(np.exp(log_rough(d0)) / T_box / rough_factor - 1) < 1e-3
delta_rough = thinning(log_rough)
assert abs(delta_rough / delta - 1) < 1e-3

# Two-band dispersion in the oxide gap
kappa_two = kappa_of(phi * (1 - phi / gap))
coupling = np.sqrt(gap * H0 / m_ox)
bands = np.linalg.eigvals(np.array(
    [[0, 1j * coupling * kappa_two], [1j * coupling * kappa_two, -gap]]))
assert min(abs(bands + phi)) < 1e-9
delta_two = LN10 / (2 * kappa_two)
edge_mass = m_ox / (1 - phi / gap)

ratio_example = transmission_ode(1.2, 0.0) / T_ode
assert abs(ratio_example / np.exp(2 * kappa * 0.3) - 1) < 1e-3
field_low = V_low / d0 * 10                      # V/nm to MV/cm
field_high = 1.0 / d0 * 10
assert field_high < breakdown

print(f"barrier height: {phi:.1f} eV; barrier mass: {m_ox:.1f} m0")
print(f"hbar^2/(2 m0): {H0:.5f} eV nm^2")
print(f"kappa: {kappa:.3f} 1/nm; 2 kappa: {2*kappa:.2f} 1/nm")
print(f"ln 10: {LN10:.4f}")
print(f"tenfold thinning, formula: {delta:.4f} nm = {10*delta:.3f} angstrom")
print(f"same, full equation from {d0:.1f} nm: {delta_ode:.4f} nm")
print(f"same, full equation from 2.5 nm: {delta_thick:.4f} nm")
print(f"exponent 2 kappa d at {d0:.1f} nm: {2*kappa*d0:.2f}")
print(f"transmission at {d0:.1f} nm, {E_kin:.1f} eV kinetic: {T_box:.2e}")
print(f"transmission ratio, 1.5 to 1.2 nm: {ratio_example:.1f}")
for mass in (0.3, 0.5):
    print(f"thinning for mass {mass:.1f} m0: "
          f"{LN10/(2*kappa_of(phi, mass)):.3f} nm")
for V, wkb, full in bias_rows:
    print(f"oxide drop {V:.1f} V: WKB {wkb:.4f} nm, full {full:.4f} nm")
print(f"metal-like electrodes: formula {delta_metal:.4f} nm")
print(f"metal-like electrodes: full sum {delta_metal_sum:.4f} nm")
print(f"silicon mass: {m_si:.2f} m0; gate mass: {m_gate:.1f} m0")
print(f"permittivities: oxide {eps_ox}, Si {eps_si}, optical {eps_opt}")
print(f"oxide field at {V_low:.1f} V: {field_low:.2f} MV/cm")
print(f"oxide field at 1.0 V: {field_high:.2f} MV/cm")
print(f"rough breakdown field (input): {breakdown:.0f} MV/cm")
print(f"silicon surface field: {10*silicon_force(d0):.3f} MV/cm")
print(f"inversion density: {sheet_density(d0):.2e} 1/cm^2")
print(f"level, hard wall: {level(d0):.4f} eV; leaking: {E_res:.4f} eV")
print(f"level width: {width:.2e} eV")
print(f"escape rate: {width*sc.e/sc.hbar:.2e} 1/s")
print(f"leakage at {d0:.1f} nm: {J_before:.2e} A/cm^2")
print(f"leakage at {d0-delta:.3f} nm: {J_after:.2e} A/cm^2")
print(f"leakage ratio: {J_after/J_before:.2f}")
print(f"inversion layer thinning: formula {delta_inv:.4f} nm")
print(f"inversion layer thinning: resonance {delta_inv_res:.4f} nm")
print(f"image force, ideal conductors: thinning {delta_image:.4f} nm")
print(f"image force: current factor {image_factor:.1f}")
print(f"temperature: {temp:.0f} K; kT: {kT:.4f} eV; c: {c:.4f}")
print(f"thermal current factor: {thermal_factor:.4f}")
print(f"thermal thinning: {delta_thermal:.4f} nm")
print(f"roughness {sigma:.1f} nm: current factor {rough_factor:.2f}")
print(f"roughness thinning: {delta_rough:.4f} nm")
print(f"oxide gap: {gap:.1f} eV")
print(f"two-band thinning, edge mass {m_ox:.1f} m0: {delta_two:.4f} nm")
print(f"edge mass giving the same kappa: {edge_mass:.3f} m0")
print("success")
```

Running it gives:

```
barrier height: 3.1 eV; barrier mass: 0.4 m0
hbar^2/(2 m0): 0.03810 eV nm^2
kappa: 5.705 1/nm; 2 kappa: 11.41 1/nm
ln 10: 2.3026
tenfold thinning, formula: 0.2018 nm = 2.018 angstrom
same, full equation from 1.5 nm: 0.2018 nm
same, full equation from 2.5 nm: 0.2018 nm
exponent 2 kappa d at 1.5 nm: 17.11
transmission at 1.5 nm, 0.2 eV kinetic: 1.57e-08
transmission ratio, 1.5 to 1.2 nm: 30.7
thinning for mass 0.3 m0: 0.233 nm
thinning for mass 0.5 m0: 0.181 nm
oxide drop 0.1 V: WKB 0.2035 nm, full 0.2035 nm
oxide drop 0.5 V: WKB 0.2105 nm, full 0.2105 nm
oxide drop 1.0 V: WKB 0.2207 nm, full 0.2207 nm
metal-like electrodes: formula 0.1893 nm
metal-like electrodes: full sum 0.1899 nm
silicon mass: 0.92 m0; gate mass: 1.0 m0
permittivities: oxide 3.9, Si 11.7, optical 2.1
oxide field at 0.1 V: 0.67 MV/cm
oxide field at 1.0 V: 6.67 MV/cm
rough breakdown field (input): 10 MV/cm
silicon surface field: 0.222 MV/cm
inversion density: 1.44e+12 1/cm^2
level, hard wall: 0.0639 eV; leaking: 0.0622 eV
level width: 1.95e-10 eV
escape rate: 2.97e+05 1/s
leakage at 1.5 nm: 6.83e-02 A/cm^2
leakage at 1.298 nm: 9.07e-01 A/cm^2
leakage ratio: 13.28
inversion layer thinning: formula 0.1800 nm
inversion layer thinning: resonance 0.1798 nm
image force, ideal conductors: thinning 0.2103 nm
image force: current factor 24.9
temperature: 400 K; kT: 0.0345 eV; c: 0.0952
thermal current factor: 1.0150
thermal thinning: 0.2021 nm
roughness 0.1 nm: current factor 1.92
roughness thinning: 0.2018 nm
oxide gap: 9.0 eV
two-band thinning, edge mass 0.4 m0: 0.2492 nm
edge mass giving the same kappa: 0.610 m0
success
```
